# Do complementary masks give images that add to the clear field?

**Q:** I have the simulated image of a mask with one narrow opening per period. I now need the image of its complement, where the opening becomes an opaque line and everything else is clear. Every point of the object is open in one mask or the other, so the two images must add to the clear-field image. I plan to subtract the first image from 1. Is anything wrong with that?

**A:** The masks add, but the step from masks to images needs care. Let the transmissions be $t_1$ and $t_2$, each 0 or 1, with $t_1+t_2=1$. Take a thin mask, a scalar lens that acts linearly on the field, and a source whose points are mutually incoherent. For one source point the fields at the wafer obey

$$E_1+E_2=E_0,$$

where $E_0$ is the clear field. A resist responds to intensity, so take the squared modulus:

$$|E_0|^2=|E_1|^2+|E_2|^2+2\,\mathrm{Re}(E_1E_2^*).$$

Now add the contributions of all source points. Let $\langle\cdot\rangle$ mean the integral over the source, divided by the area of the part of the source that lies inside the pupil. This makes the clear-field intensity 1, and

$$I_1+I_2=1-2\,\mathrm{Re}\,C,\qquad C=\langle E_1E_2^*\rangle .$$

Your subtraction assumes that $\mathrm{Re}\,C=0$.

**Q:** But the openings never overlap. Since $t_1t_2=0$ everywhere, how can the two fields interfere?

**A:** The lens spreads each object point over a finite spot, so light from neighbouring points meets at the wafer. Measure lengths in units of $\lambda/\mathrm{NA}$ and source positions $\mathbf s$ in pupil radii, so that the source is a disc of radius $\sigma$. With $h$ the amplitude spread function of the lens,

$$E_k(\mathbf r;\mathbf s)=\int t_k(\mathbf r')\,e^{2\pi i\mathbf s\cdot\mathbf r'}h(\mathbf r-\mathbf r')\,d^2r'.$$

Multiplying $E_1$ by $E_2^*$ and integrating over the source gives

$$C(\mathbf r)=\iint t_1(\mathbf r')\,t_2(\mathbf r'')\,\Gamma(\mathbf r'-\mathbf r'')\,h(\mathbf r-\mathbf r')\,h^*(\mathbf r-\mathbf r'')\,d^2r'd^2r'',$$

where $\Gamma(\mathbf u)=\langle e^{2\pi i\mathbf s\cdot\mathbf u}\rangle$. Because $t_1t_2=0$, only pairs of different points contribute. They do so when the points are mutually coherent and their spots overlap.

For the disc source, $\Gamma(\mathbf u)/\Gamma(0)=2J_1(v)/v$ with $v=2\pi\sigma|\mathbf u|$. As $\sigma\to\infty$, $\Gamma$ tends to a constant times a delta function. Then $C\to0$, because its integrand contains $t_1t_2$ at a single point. That is the incoherent limit, and there your rule holds.

**Q:** Then let us have numbers. Take 248 nm light, NA 0.68, $\sigma=0.6$, a pitch $p$ of 600 nm and an opening of 200 nm.

**A:** The opening is $200\times0.68/248=0.548$ in units of $\lambda/\mathrm{NA}$. Hence $v=2\pi\times0.6\times0.548=2.07$, and the degree of coherence across it is 0.55, far from zero.

For a periodic mask write $t_1=\sum_m a_m e^{2\pi imx/p}$. The complement has coefficients $b_m=\delta_{m0}-a_m$. Order $m$ from source point $\mathbf s$ arrives in the pupil shifted by $mf$, with

$$f=\frac{\lambda}{p\,\mathrm{NA}}=\frac{248}{600\times0.68}=0.608 .$$

Let $T_{mn}$ be the source area for which orders $m$ and $n$ both pass, divided by the area for which order 0 passes. Then

$$I_1(x)=\sum_{m,n}a_ma_n^*T_{mn}e^{2\pi i(m-n)x/p},\qquad C(x)=\sum_{m,n}a_mb_n^*T_{mn}e^{2\pi i(m-n)x/p}.$$

With the origin at the middle of the opening, $a_0=0.3333$, $a_{\pm1}=0.2757$ and $a_{\pm2}=0.1378$. The third order has zero amplitude, and higher ones miss the pupil. The overlaps are $T_{01}=T_{11}=0.844$, $T_{1,-1}=0.688$, $T_{02}=T_{12}=T_{22}=0.231$, $T_{-1,2}=0.086$ and $T_{2,-2}=0$. At $x=0$, collecting equal terms,

$$\begin{aligned}I_1={}&a_0^2+4a_0a_1T_{01}+4a_0a_2T_{02}+2a_1^2(T_{11}+T_{1,-1})\\&+4a_1a_2(T_{12}+T_{-1,2})+2a_2^2(T_{22}+T_{2,-2})\\={}&0.111+0.310+0.043+0.233+0.048+0.009=0.754.\end{aligned}$$

Inserting $b_n=\delta_{n0}-a_n$ into $C$ gives

$$C=\sum_m a_mT_{m0}-I_1=(0.3333+0.4654+0.0638)-0.7537\approx0.109 .$$

So the true intensity at the centre of the dark line is $I_2=1-2(0.1087)-0.7537\approx0.029$. Your subtraction gives $1-0.754=0.246$, more than eight times as much.

**Q:** Would that matter for a printed line?

**A:** Suppose resist remains where the intensity is below 0.30 of the clear field, with the dose held fixed. The actual image gives a line 213 nm wide. Your subtracted image gives 62 nm.

The sum also varies across the period:

| Place | $I_1$ | $I_2$ | Sum |
|---|---:|---:|---:|
| Line centre | 0.754 | 0.029 | 0.783 |
| Edge | 0.334 | 0.266 | 0.600 |
| Middle of wide region | 0.037 | 1.173 | 1.210 |

In the last row $\mathrm{Re}\,C$ is negative, $-0.105$, and the sum exceeds the clear field. If you exposed one resist through both masks in turn, perfectly aligned and with equal doses, the total would range from 0.60 to 1.21 of one clear-field dose.

**Q:** If $C$ takes both signs, perhaps it averages out. Could some clever mask make it vanish altogether?

**A:** Average $C$ over a period. Only terms with $m=n$ survive:

$$\overline C=a_0(1-a_0)-\sum_{m\ne0}|a_m|^2T_{mm}.$$

Because $t_1^2=t_1$, Parseval's theorem gives $\sum_m|a_m|^2=a_0$, so $a_0(1-a_0)=\sum_{m\ne0}|a_m|^2$. Therefore

$$1-\overline{I_1+I_2}=2\overline C=2\sum_{m\ne0}|a_m|^2(1-T_{mm}).$$

For a centred disc source no term is negative. The overlap of the source with a shifted pupil cannot exceed the area of the smaller disc, and that area is the overlap for order 0. Some terms are strictly positive: a mask with sharp jumps has infinitely many nonzero orders, since a finite sum of waves would be continuous, and orders with $|m|f>1+\sigma$ have $T_{mm}=0$. So for every finite $\sigma$ and finite NA, every periodic binary mask that is neither fully open nor fully opaque breaks the rule somewhere.

In the example,

$$2\left[\tfrac13\cdot\tfrac23-2(0.2757^2\times0.844+0.1378^2\times0.231)\right]=0.170 .$$

A direct sum over source points also gives 0.170. The average loss comes from diffracted light that the pupil blocks.

**Q:** I thought $\sigma=1$, with the source filling the pupil, already counted as incoherent.

**A:** An isolated edge settles that. Let $t_1=1$ for $x>0$ and look at $x=0$. For source point $(s_x,s_y)$ the pupil passes horizontal frequencies between $-c$ and $c$, with $c=\sqrt{1-s_y^2}$. The spectrum of a step is $\tfrac12\delta(q)+1/(2\pi iq)$, the second part taken as a principal value. For $|s_x|<c$,

$$E_1=\frac12+\frac1{2\pi i}\,\mathrm{PV}\!\int_{-c-s_x}^{c-s_x}\frac{dq}{q}=\frac12-i\beta,\qquad \beta=\frac1{2\pi}\ln\frac{c-s_x}{c+s_x}.$$

Since $E_0=1$, $E_2=\tfrac12+i\beta$. Each intensity is $\tfrac14+\beta^2$, and for $\sigma\le1$ the sum is $\tfrac12+2\langle\beta^2\rangle$. A point source on the axis has $\beta=0$, so the sum is $1/2$.

For $\sigma=1$ put $s_x=cu$. At each $s_y$, $u$ is uniform between $-1$ and 1. With $u=\tanh w$ the logarithm is $-2w$, so

$$\langle\beta^2\rangle=\frac1{4\pi^2}\cdot\frac12\int_{-\infty}^{\infty}4w^2\,\mathrm{sech}^2w\,dw=\frac1{4\pi^2}\cdot\frac{\pi^2}{3}=\frac1{12}.$$

The integral follows by parts:

$$\int_0^\infty w^2\mathrm{sech}^2w\,dw=\int_0^\infty\frac{4w\,dw}{e^{2w}+1}=\frac{\pi^2}{12}.$$

Thus the sum at the edge is $\tfrac12+\tfrac16=\tfrac23$, still a third short.

**Q:** Where does the last third come from?

**A:** From source points outside the pupil. Their direct light is blocked, so they add nothing to the clear field, but light scattered by the edge can enter. For them $E_0=0$, hence $E_2=-E_1$, and each intensity is $\beta^2$ with the absolute value taken inside the logarithm. Put $|u|=\coth w$. The two sides $u>1$ and $u<-1$ together contribute to each image

$$\frac1{4\pi^2}\int_0^\infty4w^2\,\mathrm{csch}^2w\,dw=\frac1{4\pi^2}\cdot4\int_0^\infty\frac{4w\,dw}{e^{2w}-1}=\frac1{4\pi^2}\cdot\frac{2\pi^2}{3}=\frac16 .$$

Two images supply $1/3$, and the sum reaches 1 as $\sigma\to\infty$.

**Q:** So in my grating, does each increase of $\sigma$ bring the sum closer to 1?

**A:** No. With mask, wavelength and NA fixed:

| $\sigma$ | Sum at line centre | Mean deficit |
|---:|---:|---:|
| 0.05 | 0.796 | 0.140 |
| 0.30 | 0.834 | 0.135 |
| 0.60 | 0.783 | 0.170 |
| 1.00 | 0.664 | 0.235 |
| 2.00 | 0.917 | 0.066 |
| 40.00 | 0.996 | 0.003 |

The deficit formula explains the turns in the last column. At $\sigma=0.05$ the first orders pass completely and the second, centred at 1.216, are blocked. At $\sigma=0.30$ part of the second orders enters, so the deficit falls. Once $\sigma$ exceeds $1-f=0.392$, part of the first orders is cut off, and these are stronger. Beyond $\sigma=1$ the deficit falls again: the added source points lie outside the pupil, so they leave the clear field unchanged, but their diffracted orders can enter. Once $\sigma\ge1+|m|f$, order $m$ fills the whole pupil and $T_{mm}=1$.

Very large $\sigma$ is a mathematical limit here. With fourfold reduction, light from the rim of the source meets the mask at an angle whose sine is $\sigma\,\mathrm{NA}/4$. This reaches 1 at $\sigma=5.9$, so no real illuminator at this NA could supply the last row of the table.

For large $\sigma$, $T_{mm}$ is nearly 1 up to $|m|\approx\sigma/f$ and nearly 0 beyond. For a slit filling a fraction $d$ of the period, $|a_m|^2=\sin^2(\pi md)/(\pi m)^2$. Here $d=1/3$ and the sine squared averages $1/2$, so

$$2\overline C\simeq4\sum_{m>\sigma/f}\frac1{2\pi^2m^2}\simeq\frac{2f}{\pi^2\sigma}.$$

At $\sigma=200$ the full sum is 0.998 times this estimate. The approach to incoherence is slow because sharp edges diffract into many orders.

**Q:** Is my subtraction ever safe at finite $\sigma$?

**A:** Far from edges it can be a good approximation. Enlarge the pattern tenfold, keeping $\sigma=0.6$: the sum at the line centre becomes 1.005 and the mean deficit 0.0145. The edge sum, however, is 0.5227, close to the 0.5225 of an isolated edge. In this enlarged pattern the error is below 2% at distances beyond 400 nm from an edge. Large features confine the error to the neighbourhood of the edges, which is where a printed width is decided.

There is also the formal limit of infinite NA at fixed source angles, though a real NA cannot exceed the refractive index. Each given order then passes, its overlaps $T_{mn}$ tend to 1, and away from the edges $C$ tends to $t_1t_2=0$ even for coherent light. Exactly at an edge the sum tends to $1/2$, but the disturbed zone around it shrinks to nothing. So the incoherent limit is the way to restore the rule at finite resolution for the centred disc source treated here, though a real illuminator can only approach it. The positivity argument also covers a source of any shape that lies wholly inside the pupil. It does not cover an annulus extending outside, where $T_{mm}$ can exceed 1.

**Q:** How much of this survives in a real scanner?

**A:** The wavelength, NA, $\sigma$ and fourfold reduction are roughly those of an older KrF scanner; the pattern and threshold are round choices. The ideal sums are 0.78 at the line centre and 0.60 at the edge. Changing one thing at a time:

- Vector fields in a resist of index 1.7 give 0.78 and 0.61.
- A defocus of 200 nm, measured in air, gives 0.77 and 0.63.
- An absorber of optical density 3 leaks about 3% in amplitude. Depending on its phase, the sums range from 0.80 and 0.63 (leak in phase with the openings) to 0.77 and 0.58 (in antiphase).
- A resist blur of 20 nm rms gives 0.77 and 0.61.
- Opaque strips 5 nm wide at every edge, in wafer dimensions, give 0.73 and 0.55.

The strips are a crude stand-in for the thick absorber of a real mask, not a solution of its fields, and they make the largest change at both places. They and the leakage also spoil $t_1+t_2=1$ itself, so with them the sum rule would fail even in incoherent light, though the leakage alone would change that sum by only 0.1%. Standing waves in the resist, aberrations and stray light are left out. None of the listed changes brings either sum near 1.

**Q:** Then what should I use instead of one minus the image?

**A:** Keep the interference with the clear field. Inserting $E_2=E_0-E_1$ gives

$$I_2=1-2\,\mathrm{Re}\langle E_0^*E_1\rangle+I_1,\qquad \langle E_0^*E_1\rangle=\sum_m a_mT_{m0}\,e^{2\pi imx/p}.$$

The middle term cannot be recovered from $I_1$ by subtraction. It needs the mask coefficients, the source and the pupil, so simulate the complement from those. The numerical output below gives the values to more digits.

## Computed values

```
wavelength 248 nm, NA 0.68, sigma 0.6, reduction 4x
pitch 600 nm, opening or line 200 nm, threshold 0.30
order spacing f = 0.6078 pupil radii
line width * NA / wavelength = 0.548
degree of coherence across 200 nm = 0.553
opening a0, a1, a2 = 0.3333 0.2757 0.1378
complement b0, b1, b2 = 0.6667 -0.2757 -0.1378
overlap T(0,0) = 1.0000
overlap T(0,1) = 0.8441
overlap T(0,2) = 0.2313
overlap T(1,1) = 0.8441
overlap T(1,-1) = 0.6881
overlap T(1,2) = 0.2313
overlap T(-1,2) = 0.0862
overlap T(2,2) = 0.2313
overlap T(2,-2) = 0.0000
place: I opening, I line mask, sum, Re C (clear field = 1)
line centre: 0.7537, 0.0289, 0.7826, 0.1087
edge: 0.3342, 0.2660, 0.6002, 0.1999
mid wide region: 0.0368, 1.1733, 1.2101, -0.1050
sum over the period: min 0.5957, max 1.2101
mean deficit from overlaps 0.1703, from source sum 0.1704
largest error of the identity = 1.4e-04
naive line-centre intensity 1 - I(opening) = 0.2463
line width: true 213.3 nm, naive 62.0 nm (0 = no line)
trench width of the opening mask = 212.0 nm
sigma: sum at line centre, sum at edge, mean deficit
 0.05: 0.7959, 0.5238, 0.1405
 0.30: 0.8341, 0.5250, 0.1347
 0.60: 0.7826, 0.6002, 0.1703
 1.00: 0.6641, 0.6670, 0.2352
 2.00: 0.9169, 0.9001, 0.0665
 5.00: 0.9695, 0.9623, 0.0249
40.00: 0.9961, 0.9954, 0.0031
sigma 40 against incoherent image: largest difference 0.0023
mean deficit / (2f/(pi^2 sigma)) at sigma 200 = 0.9982
isolated edge sum: sigma 0.01 0.5000, 0.6 0.5225, 1 0.6667, infinite 1.0000
wide-grating edge sum: sigma 0.6 0.5226, sigma 1 0.6666
10x coarser mask: sum at centre 1.0050, edge 0.5227, mean deficit 0.0145
mask-side line width = 3.23 wavelengths
neglected effect: sum at line centre, sum at edge
ideal model, same source grid: 0.7827, 0.6003
vector fields in resist, index 1.7: 0.7818, 0.6123
defocus 200 nm: 0.7704, 0.6255
absorber density 3, leak in phase: 0.7972, 0.6262
absorber density 3, leak in antiphase: 0.7697, 0.5756
opaque edge strips 5 nm (wafer scale): 0.7290, 0.5498
resist blur 20 nm (rms): 0.7691, 0.6145
```
